# Dipolar T1 and T2 of two like spins

## Problem

Two protons in a molecule are held a distance $r$ apart. They have the same Larmor angular frequency $\omega_0$, and the molecule tumbles isotropically in a liquid. Their mutual dipolar coupling is the only cause of relaxation considered.

(a) Find $T_1$ and $T_2$ of the total magnetization of the pair. (b) At fixed $\omega_0$, find the correlation time at which $T_1$ is shortest, and decide whether $T_2$ also has a minimum. (c) Evaluate both times for the proton pair of a water molecule at 400 MHz, with a rotational correlation time of 2.5 ps.

## A tempting solution, which is wrong

The idea is to follow one proton and treat the other as a source of fluctuating magnetic field. The preparation below is sound; the error enters only when one proton is singled out.

**The coupling.** Let $\mathbf n$ be the unit vector along the pair axis, and let spin operators be dimensionless. Then

$$\frac{H_D}{\hbar}=b\,[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)],\qquad b=\frac{\mu_0}{4\pi}\frac{\gamma^2\hbar}{r^3},$$

with $b$ in rad/s. To separate orientation from spin, define $C_m=\sqrt{4\pi/5}\,Y_{2m}(\mathbf n)$ and

$$T_0=\frac{3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2}{\sqrt6},\quad T_{\pm1}=\mp\frac{I_{1z}I_{2\pm}+I_{1\pm}I_{2z}}{2},\quad T_{\pm2}=\frac{I_{1\pm}I_{2\pm}}{2}.$$

The coupling becomes

$$\frac{H_D}{\hbar}=-\sqrt6\,b\sum_{m=-2}^{2}C_m^*T_m .$$

Both forms are unchanged when axis and spins are rotated together, so it is enough to compare them for $\mathbf n$ along $z$. There $C_m=\delta_{m0}$, and both give $b(\mathbf I_1\cdot\mathbf I_2-3I_{1z}I_{2z})$.

**The motion.** In isotropic rotational diffusion the orientational probability obeys a diffusion equation with coefficient $D$ on the unit sphere. The $C_m$ are eigenfunctions of the angular Laplacian with eigenvalue $-2(2+1)=-6$, so each decays as $e^{-6Dt}$. The spherical average of $C_m^*C_{m'}$ is $\delta_{mm'}/5$. Hence

$$\langle C_m(t)\,C_{m'}^*(t-s)\rangle=\tfrac15\,\delta_{mm'}\,e^{-s/\tau_c},\qquad \tau_c=\frac1{6D}.$$

**The equation of motion.** Write the Zeeman term as $\hbar\omega_0 I_z$, with $I_z=I_{1z}+I_{2z}$. The sign of $\omega_0$ will not affect the rates. Since $[I_z,T_m]=mT_m$, passing to the frame that removes the Zeeman term multiplies $T_m$ by $e^{im\omega_0t}$. The coupling in that frame, divided by $\hbar$, is

$$V(t)=-\sqrt6\,b\sum_m C_m^*(t)\,e^{im\omega_0t}\,T_m .$$

The density operator obeys $d\rho/dt=-i[V,\rho]$. Integrating once, inserting the result and averaging over the tumbling, with $\langle V\rangle=0$, gives to second order

$$\frac{d\rho}{dt}=-\int_0^\infty ds\,\langle[V(t),[V(t-s),\rho(t)]]\rangle .$$

Here $\rho$ has been taken as constant during the memory time $\tau_c$ and averaged separately from $V$. This requires $|b|\tau_c\ll1$. Because $V$ is Hermitian, the first factor may be written as $V^\dagger(t)$, which contains $C_m(t)e^{-im\omega_0t}T_m^\dagger$. The correlation function then leaves a single sum over $m$, with the time integral

$$\int_0^\infty e^{-s/\tau_c}e^{-im\omega_0s}ds=j_m-i\,m\omega_0\tau_c\,j_m,\qquad j_m=\frac{\tau_c}{1+m^2\omega_0^2\tau_c^2}.$$

The imaginary part will multiply real traces. It therefore changes frequencies and not decay rates, and it is dropped. A classical treatment of the tumbling would drive the magnetization to zero instead of to its thermal value. At high temperature this is corrected by replacing $\rho$ with $\Delta=\rho-\rho_{\rm eq}$:

$$\frac{d\Delta}{dt}=-\frac{6b^2}{5}\sum_m j_m\,[T_m^\dagger,[T_m,\Delta]].\tag{1}$$

If $\Delta$ is proportional to an operator $Q$, projecting (1) on $Q$ gives its decay rate. Moving the outer commutator across the trace,

$$R_Q=\frac{6b^2}{5}\sum_m j_m\frac{\mathrm{Tr}\big([T_m,Q]^\dagger[T_m,Q]\big)}{\mathrm{Tr}(Q^\dagger Q)}.\tag{2}$$

**The tempting choice.** Take $Q=I_{1z}$, the longitudinal polarization of the proton being followed. For one spin 1/2, $\mathrm{Tr}\,I_z^2=\tfrac12$ and $\mathrm{Tr}\,I_-I_+=1$; the unit operator of the other spin has trace 2. So $\mathrm{Tr}\,I_{1z}^2=1$. Writing $T_0=[2I_{1z}I_{2z}-\tfrac12(I_{1+}I_{2-}+I_{1-}I_{2+})]/\sqrt6$, the commutators are

$$[I_{1z},T_0]=-\frac{I_{1+}I_{2-}-I_{1-}I_{2+}}{2\sqrt6},\quad[I_{1z},T_{1}]=-\tfrac12I_{1+}I_{2z},\quad[I_{1z},T_2]=T_2 .$$

Their squared norms are $\tfrac1{24}(1+1)=\tfrac1{12}$, $\tfrac14\cdot1\cdot\tfrac12=\tfrac18$ and $\tfrac14$. The terms with $m=-1,-2$ repeat the last two values. Equation (2) gives

$$R_{\rm self}=\frac{6b^2}{5}\left(\frac{j_0}{12}+\frac{j_1}{4}+\frac{j_2}{2}\right)=\frac{b^2}{10}(j_0+3j_1+6j_2).\tag{3}$$

The tempting solution calls this $1/T_1$. In water the tumbling is fast, $\omega_0\tau_c\ll1$, and every $j_m$ is close to $\tau_c$, so $1/T_1=b^2\tau_c$. With $b^2=4.890\times10^{10}\ \mathrm{s^{-2}}$, obtained below, this is $0.122\ \mathrm{s^{-1}}$, or $T_1=8.2$ s. Fast tumbling prefers no direction, so $T_2$ would be the same.

## Where it fails

Question (b) exposes the trouble. Put $x=\omega_0\tau_c$ and $u=x^2$. Equation (3) is proportional to $x+3x/(1+x^2)+6x/(1+4x^2)$, whose slope is

$$1+\frac{3(1-u)}{(1+u)^2}+\frac{6(1-4u)}{(1+4u)^2}.$$

Multiplied by the positive factor $(1+u)^2(1+4u)^2$, this becomes

$$10+19u+15u^2-32u^3+16u^4=10+19u+u^2[16(u-1)^2-1].$$

The square bracket is negative only for $|u-1|<\tfrac14$. It is never below $-1$, and there $u^2<1.6$, so the sum stays positive. The supposed $1/T_1$ therefore grows steadily with $\tau_c$, and no minimum of $T_1$ exists.

For slow tumbling the growth comes from the $j_0$ term, which arises from $I_{1+}I_{2-}$ and $I_{1-}I_{2+}$ in $T_0$. These operators raise one spin and lower the other. They move polarization between the protons but leave $I_{1z}+I_{2z}$ unchanged, so they cannot relax the total longitudinal magnetization.

The fault is the hidden assumption that the second proton is at equilibrium. After a pulse acting on both protons, both deviate equally. For $\Delta=a_1I_{1z}+a_2I_{2z}$, projecting (1) on $I_{1z}$ gives

$$\frac{da_1}{dt}=-R_{\rm self}\,a_1-R_{\rm cross}\,a_2,$$

$$R_{\rm cross}=\frac{6b^2}{5}\sum_mj_m\,\mathrm{Tr}\big([T_m,I_{1z}]^\dagger[T_m,I_{2z}]\big).$$

The second spin's commutators follow by exchanging labels:

- For $m=0$, the exchange reverses the sign of $I_{1+}I_{2-}-I_{1-}I_{2+}$, so the trace is $-\tfrac1{12}$.
- For $m=\pm1$, the two commutators contain $I_{1\pm}I_{2z}$ and $I_{1z}I_{2\pm}$, whose mutual trace is zero.
- For $m=\pm2$, the commutators are equal, and each trace is $+\tfrac14$.

Therefore

$$R_{\rm cross}=\frac{6b^2}{5}\left(-\frac{j_0}{12}+\frac{j_2}{2}\right)=\frac{b^2}{10}(-j_0+6j_2).$$

With $a_1=a_2$ the rate is the sum,

$$R_{\rm self}+R_{\rm cross}=\frac{3b^2}{10}(j_1+4j_2).\tag{4}$$

The $j_0$ term cancels, as conservation of $I_z$ by the flip-flop terms demands. In fast tumbling the correct rate is $\tfrac32b^2\tau_c$, so the tempting $T_1$ is too long by a factor $\tfrac32$.

## The right solution

The observed quantities belong to the pair, so $Q$ must be a component of the total spin. It must first be shown that such a component decays with one exponential.

**Closure.** The two spins form a triplet, with total spin 1, and a singlet. Each $T_m$ is symmetric under exchange, so it does not connect the triplet with the antisymmetric singlet. It also has no matrix element within the singlet, because a rank-2 operator has none in a state of spin zero. All the dynamics needed therefore takes place in the triplet.

The commutator of a total-spin component with a $T_m$ is again a combination of the $T_m$, since total spin generates rotations. The second commutator in (1) is thus between two rank-2 operators. The antisymmetric combinations of two rank-2 sets have ranks 1 and 3. Operators on a spin-1 space have ranks 0, 1 and 2, so only rank 1 survives: the components of total spin. Finally, $T_m^\dagger$ and $T_m$ together leave the order $q$ in $[I_z,Q]=qQ$ unchanged. So $I_z$ returns to $I_z$, and $I_+$ to $I_+$. Within the second-order equation (1), both decay exponentially, and (2) gives their rates.

**Norm of the coupling operators.** The one-spin traces give

$$\mathrm{Tr}\,T_{\pm2}^\dagger T_{\pm2}=\tfrac14\cdot1\cdot1=\tfrac14,\qquad \mathrm{Tr}\,T_{\pm1}^\dagger T_{\pm1}=\tfrac14(\tfrac12+\tfrac12)=\tfrac14,$$

$$\mathrm{Tr}\,T_0^\dagger T_0=\tfrac16\left[4\cdot\tfrac12\cdot\tfrac12+\tfrac14(1+1)\right]=\tfrac14 .$$

**Longitudinal relaxation.** For $Q=I_z$, $[T_m,I_z]=-mT_m$, with squared norm $m^2/4$. The four states of the pair have $I_z=1,0,0,-1$, so $\mathrm{Tr}\,I_z^2=2$. Summing over both signs of $m$,

$$\frac1{T_1}=\frac{6b^2}{5}\cdot\frac12\left(2\cdot\frac14\,j_1+2\cdot\frac44\,j_2\right)=\frac{3b^2}{10}(j_1+4j_2).\tag{5}$$

This agrees with (4). The $j_1$ term describes one spin changing its projection, with energy exchange $\hbar\omega_0$; the $j_2$ term describes both changing together, with $2\hbar\omega_0$.

**Transverse relaxation.** For $Q=I_+=I_{1+}+I_{2+}$, the raising rule for a rank-2 tensor is

$$[I_+,T_m]=\sqrt{6-m(m+1)}\;T_{m+1}.$$

The phases chosen for $T_m$ agree with it. For example, $[I_+,I_z]=-I_+$ and $[I_+,I_-]=2I_z$ for each spin give

$$[I_+,T_0]=-\frac{3}{\sqrt6}(I_{1+}I_{2z}+I_{1z}I_{2+})=\sqrt6\,T_1 .$$

The squared norms are $\tfrac14[6-m(m+1)]$. The bracket is $4,6,6,4,0$ for $m=-2,-1,0,1,2$. The weights of $j_0$, $j_1$ and $j_2$ are therefore 6, $6+4=10$ and $4+0=4$. The normalization is $\mathrm{Tr}\,I_-I_+=2+2=4$, one contribution from each spin. Hence

$$\frac1{T_2}=\frac{6b^2}{5}\cdot\frac1{16}(6j_0+10j_1+4j_2)=\frac{3b^2}{20}(3j_0+5j_1+2j_2).\tag{6}$$

Here $j_0$ survives. It comes from $T_0$, which commutes with the Zeeman term, so it dephases the transverse magnetization without any exchange of energy. Both parts of $T_0$ take part: of the factor 3 in $[I_+,T_0]$, the term $2I_{1z}I_{2z}$, the local field along $z$, gives 2 and the flip-flop term gives 1.

**Limits.** If $\omega_0\tau_c\ll1$, all $j_m\to\tau_c$ and

$$\frac1{T_1}=\frac1{T_2}=\frac32b^2\tau_c .$$

Faster tumbling averages the coupling better and lengthens both times. If $\omega_0\tau_c\gg1$, then $j_1\to1/(\omega_0^2\tau_c)$ and $j_2\to1/(4\omega_0^2\tau_c)$, so

$$\frac1{T_1}\to\frac{3b^2}{5\omega_0^2\tau_c},\qquad\frac1{T_2}\to\frac{9}{20}b^2\tau_c .$$

The last result still needs $|b|\tau_c\ll1$. Once the motion is too slow for that, the second-order equation fails and $T_2$ is no longer given by (6).

## The minimum of T1

With $x=\omega_0\tau_c$, equation (5) reads

$$\frac1{T_1}=\frac{3b^2}{10\,\omega_0}f(x),\qquad f(x)=\frac{x}{1+x^2}+\frac{4x}{1+4x^2}.$$

At fixed $\omega_0$, $T_1$ is shortest where $f$ is largest. With $u=x^2$, the condition $f'=0$ is

$$\frac{1-u}{(1+u)^2}+\frac{4(1-4u)}{(1+4u)^2}=0 .$$

Multiplying by both denominators gives

$$(1-u)(1+4u)^2+4(1-4u)(1+u)^2=0 .$$

The first product is $1+7u+8u^2-16u^3$ and the second is $4-8u-28u^2-16u^3$. Their sum, with its sign reversed, gives

$$32u^3+20u^2+u-5=0 .$$

For $u>0$ the left side increases steadily from $-5$, so there is one positive root, $u=0.3792$. The slope of $f$ is positive below it and negative above it. The minimum of $T_1$ is therefore at

$$\omega_0\tau_c=\sqrt{0.3792}=0.616,\qquad T_{1,\min}=\frac{10\,\omega_0}{3b^2f},\quad f=1.425 .$$

The position does not depend on $b$, while the depth does. Measuring $T_1$ through its minimum thus gives both $\tau_c$ there and the coupling, provided this model describes the sample.

The minimum refers to varying $\tau_c$, for instance through temperature. If $\omega_0$ is varied at fixed $\tau_c$, both $j_1$ and $j_2$ fall as $\omega_0$ grows, and $T_1$ simply rises.

For $T_2$, equation (6) is proportional to

$$g(x)=3x+\frac{5x}{1+x^2}+\frac{2x}{1+4x^2}.$$

With $h(v)=(1-v)/(1+v)^2$, its slope is $g'=3+5h(u)+2h(4u)$. Since $(1+v)^2+8(1-v)=(v-3)^2\ge0$, we have $h(v)\ge-\tfrac18$. Hence $g'\ge3-\tfrac78>0$. Within the range of the theory, $T_2$ falls steadily as the tumbling slows and has no minimum.

The numerical check checks (5), (6), the position of the minimum and the steady fall of $T_2$ against a stochastic model that is not expanded in $b$. In that model the axis jumps to random directions at rate $1/\tau_c$ instead of diffusing. The correlation function of the $C_m$ is the same, and it is the only property of the motion that enters (1).

## The proton pair of water

The distance is taken from the geometry of an isolated molecule computed at the MP2/cc-pVTZ level with all electrons correlated. The O–H distance is 0.9576 Å and the angle is 103.66°, so

$$r=2(0.9576\ \text{Å})\sin(51.83^\circ)=1.506\ \text{Å}.$$

With $\gamma=2.675\times10^8\ \mathrm{rad\,s^{-1}\,T^{-1}}$, the definition of $b$ gives $b=2.211\times10^5$ rad/s, or 35.2 kHz after division by $2\pi$. Its square is $4.890\times10^{10}\ \mathrm{s^{-2}}$.

At 400 MHz, $\omega_0=2.513\times10^9$ rad/s. With the chosen $\tau_c=2.5$ ps, $\omega_0\tau_c=0.0063$ and $b\tau_c=5.5\times10^{-7}$. The tumbling is fast and the second-order treatment is safe. Then

$$\frac1{T_1}\simeq\frac1{T_2}\simeq\frac32(4.890\times10^{10})(2.5\times10^{-12})\ \mathrm{s^{-1}}=0.183\ \mathrm{s^{-1}},$$

$$T_1\simeq T_2\simeq5.5\ \mathrm{s}.$$

The small difference follows from expanding (5) and (6) to order $x^2$. The rates are $\tfrac32b^2\tau_c(1-3.4x^2)$ and $\tfrac32b^2\tau_c(1-1.3x^2)$, so $T_1/T_2-1\simeq2.1x^2=8.3\times10^{-5}$, as the full formulas give.

These are intramolecular times, not the total relaxation times of liquid water. Coupling to protons of other molecules, spin rotation and chemical exchange are left out. So are vibrational averaging and the effect of the liquid on the geometry. The last two matter because $T_1\propto r^6$: a distance longer by 1 percent lengthens $T_1$ by 6.2 percent. For the same reason the computed geometry, taken from a single basis set, limits the accuracy: the commonly quoted experimental equilibrium geometry, 0.9572 Å and 104.52°, gives $r=1.514$ Å and $b=2.175\times10^5$ rad/s, which lengthens every time given here by about 3 percent, $T_1$ from 5.45 s to 5.64 s and the minimum below from 0.120 s to 0.124 s. The result is also inversely proportional to the chosen $\tau_c$.

To see the minimum, keep the same pair and frequency and let the correlation time grow, as a model of slower tumbling. The minimum lies at $\tau_c=0.616/\omega_0=0.245$ ns, where

$$T_{1,\min}=\frac{10(2.513\times10^9)}{3(4.890\times10^{10})(1.425)}\ \mathrm{s}=0.120\ \mathrm{s}.$$

| $\tau_c$ (ns) | $T_1$ (ms) | $T_2$ (ms) |
|---|---|---|
| 0.025 | 553 | 548 |
| 0.245 | 120 | 75 |
| 2.5 | 547 | 17 |
| 25 | 5400 | 1.8 |

The first and third rows have nearly the same $T_1$ although their correlation times differ a hundredfold. They lie on opposite sides of the minimum. A single $T_1$ value cannot tell them apart, but $T_2$ can: it is close to $T_1$ in the first row, where $\omega_0\tau_c\ll1$, and about thirty times shorter in the third, well on the slow side of the minimum.

## Calculated quantities

```
Tests
largest relative rate deviation: 7.1e-08
largest relative mixing into other operators: 1.5e-04
minimum from Liouville equation, omega0*tau: 0.6158
T1 minimum
positive root u: 0.37920
omega0*tau at minimum: 0.6158
f at minimum: 1.4252
Water, MP2/cc-pVTZ
O-H distance: 0.9576 angstrom
H-O-H angle: 103.66 degrees
H-H distance: 1.5056 angstrom
largest gradient component: 2.9e-05 hartree/bohr
Inputs
proton gamma: 2.67522e+08 rad/(s T)
proton frequency: 400 MHz
field: 9.395 T
omega0: 2.5133e+09 rad/s
correlation time: 2.5 ps
Intramolecular relaxation of water
b: 2.2113e+05 rad/s
b/(2 pi): 35.19 kHz
b^2: 4.8898e+10 s^-2
omega0*tau: 0.00628
b*tau: 5.53e-07
1/T1: 0.1833 s^-1
1/T2: 0.1834 s^-1
T1: 5.454 s
T2: 5.454 s
T1/T2 - 1: 8.29e-05
T1 change if r grows by 1 percent: 6.2 percent
Same pair at its T1 minimum, 400 MHz
correlation time: 0.2450 ns
b*tau: 5.42e-05
T1: 120.2 ms
T2: 75.0 ms
T1/T2: 1.603
Same pair, other correlation times, 400 MHz
tau 0.025 ns: T1 552.7 ms, T2 548.133 ms
tau 2.500 ns: T1 546.7 ms, T2 17.389 ms
tau 25.000 ns: T1 5383.3 ms, T2 1.817 ms
```
